# Steady compressive stress in a laterally constrained film under ion irradiation

## First derivation: the stress from flow and force balance

An amorphous film can lie motionless under an ion beam and still carry a large stress. If its lack of motion is read as lack of stress, a calculation of surface ripples loses one of the forces that move the surface. If the stress is instead estimated by multiplying twice the viscosity by the strain rate that the substrate blocks, that force comes out three times too small, and a viscosity inferred from a known stress comes out three times too large. The missing part comes from the pressure that the film needs in order to keep its top surface free of force.

**The film and its free strain rate**

The film occupies $0<z<h$. It adheres to a rigid substrate at $z=0$ and has a free surface at $z=h$. The beam arrives along the $z$ axis with flux $f$, the number of ions per unit area and time. Stress is positive in tension, so a negative normal stress is compressive.

Suppose first that a piece of film is irradiated with no stress acting on it. Its strain rate is then called the free strain rate. A structureless film under a beam along $z$ has no preferred lateral direction, so the free strain rate has equal $x$ and $y$ components, say $a$, a normal component $b$, and no shear components. If the ion-induced deformation keeps the volume fixed, the three normal components sum to zero, $2a+b=0$, hence $b=-2a$. With $a$ proportional to the flux, $a=fA$, the free strain rate is

$$
fA\,D,\qquad D=\mathrm{diag}(1,1,-2).
$$

The constant $A$ is the lateral strain per unit fluence and has the dimension of an area. For $A>0$, the case taken here, the free film widens and becomes thinner.

The actual strain rate is defined from the velocity $\mathbf v=(u,v,w)$ by

$$
e_{ij}=\frac12\left(\frac{\partial v_i}{\partial x_j}+\frac{\partial v_j}{\partial x_i}\right).
$$

The film is taken to be an isotropic Newtonian liquid. Viscous stress arises from the difference between the actual and the free strain rate, because a film deforming at its free rate is by definition unstressed:

$$
\sigma_{ij}=-p\,\delta_{ij}+2\eta\,(e_{ij}-fA\,D_{ij}),\qquad
\nabla\cdot\mathbf v=0 .
$$

The factor 2 makes $\eta$ the ordinary shear viscosity. In a simple shear $u(z)$ one has $e_{xz}=u'/2$, and the law gives $\sigma_{xz}=\eta u'$. Both $e$ and $D$ have zero trace, so the trace of the law is $\sigma_{xx}+\sigma_{yy}+\sigma_{zz}=-3p$. Thus $p$ is minus the mean normal stress. It is not a material response to compression. It takes whatever value incompressibility and the boundary conditions demand.

**Why the steady film does not move**

In a laterally uniform film the velocity depends on $z$ alone. Incompressibility then reduces to $w'=0$. Since the substrate is impermeable, $w(0)=0$, and so $w=0$ throughout the film.

The lateral momentum balance in steady flow is $\rho w u'=\sigma_{xz}'$. Its left side vanishes because $w=0$, so inertia plays no part. The shear stress is therefore independent of $z$, and it is zero at the free surface. Since $D_{xz}=0$, this means $\eta u'=0$, hence $u$ is constant. Adhesion gives $u(0)=0$, so $u=0$. The same argument gives $v=0$. Every component of $e$ vanishes.

**The stress**

With $e=0$, the normal components of the constitutive law are

$$
\begin{aligned}
\sigma_{xx}=\sigma_{yy}&=-p-2\eta fA,\\
\sigma_{zz}&=-p-2\eta fA(-2)=-p+4\eta fA .
\end{aligned}
$$

The normal force balance, $\sigma_{zz}'=0$, makes $\sigma_{zz}$ uniform, and the free surface makes it zero. Hence $p=4\eta fA$, and

$$
\boxed{\sigma_{xx}=\sigma_{yy}=-6\eta fA,\qquad \sigma_{zz}=0.}
$$

Of the six units of $\eta fA$, two come from blocking the lateral strain and four from the pressure. Leaving out the pressure would give $\sigma_{zz}=4\eta fA$, a tensile force on a surface on which nothing pulls. If an external pressure $P$ does press on the top, the condition becomes $\sigma_{zz}=-P$. Then $p$ rises by $P$, and all three normal stresses shift by $-P$.

**What the factor six means**

Let the substrate stretch equally in both lateral directions at a rate $r$. Incompressibility gives $e=\mathrm{diag}(r,r,-2r)$. The free surface now requires $p=4\eta(fA-r)$, and therefore

$$
\sigma_{xx}=-4\eta(fA-r)+2\eta(r-fA)=6\eta(r-fA).
$$

The coefficient $6\eta$ is the viscosity for equal stretching in two directions. A substrate stretching at $r=fA$ leaves the film unstressed, and one at rest compresses it by $6\eta fA$.

The constraint must act in both directions. If $x$ is held but $y$ is free, write $e_{yy}=b$ and $e_{zz}=-b$. The two conditions of zero stress are

$$
-p+2\eta(b-fA)=0,\qquad -p+2\eta(-b+2fA)=0 .
$$

Subtracting them gives $2b=3fA$. Then $p=2\eta(3fA/2-fA)=\eta fA$, and $\sigma_{xx}=-p-2\eta fA=-3\eta fA$. Releasing one direction halves the stress in the other.

If $\eta$ and $A$ vary with depth, the argument for zero velocity is unchanged, since it used only the vanishing of $\eta(z)u'$. The stress is then local, $\sigma_{xx}(z)=-6\eta(z)fA(z)$. It satisfies lateral force balance because it does not vary with $x$.

**The force on a rippled surface**

Let the surface be $z=h+\zeta(x)$ with small slope $\zeta'$. Its normal is proportional to $(-\zeta',0,1)$, so zero lateral traction means $\sigma_{xz}-\zeta'\sigma_{xx}=0$. To first order in the slope,

$$
\sigma_{xz}=-6\eta fA\,\zeta' .
$$

The flat-film stress thus becomes a shear stress that drives flow. Suppose that the substrate interface stays flat, that the free strain keeps its axis along the beam, and that the ripple is long compared with $h$. Then $\sigma_{xz}$ is uniform across the film to leading order, and $\partial u/\partial z=-6fA\zeta'$. With $u(0)=0$ the lateral volume flow per unit width is $\int_0^h u\,dz=-3fAh^2\zeta'$. Conservation of volume gives

$$
\frac{\partial\zeta}{\partial t}=3fAh^2\,\frac{\partial^2\zeta}{\partial x^2}.
$$

For $A>0$ this part of the dynamics smooths the surface. Surface tension and variations of the sputtering rate are left out of this equation. The driving shear is set by $\sigma_{xx}-\sigma_{zz}$ of the flat film, so taking $\sigma_{xx}=-2\eta fA$ with $\sigma_{zz}=0$ would make the coefficient three times too small.

The ripple must be very long for this equation to be accurate. For a ripple of wavenumber $k$, solving the slow-flow equations without the long-wave approximation multiplies the smoothing rate by $1/(\cosh^2kh+k^2h^2)$. This factor is 0.85 at a wavelength of $21h$ and only 0.54 at $10h$, so for short ripples on a thin film the full factor should be used.

**How far from an edge the constraint is complete**

Adhesion holds the base, but near a free side the upper part of the film can move outward. Consider a long ridge with no strain along $y$, at the moment when its cross-section is still rectangular. Measure lengths in units of $h$, and let $X$ be the distance inward from the side. The velocity is a disturbance added to the motionless state, which already accounts for the ion strain. Slow incompressible flow can be written as $u=\partial_z\psi$, $w=-\partial_X\psi$. The force balances for the disturbance pressure $P_1$ are $\partial_XP_1=\eta\nabla^2u$ and $\partial_zP_1=\eta\nabla^2w$. Eliminating $P_1$ by cross-differentiation gives $\nabla^4\psi=0$.

For a mode $\psi=e^{-qX}F(z)$ this reads $(d^2/dz^2+q^2)^2F=0$. The solutions with zero velocity at the base, $F(0)=F'(0)=0$, are combinations of

$$
F_1=\sin qz-qz\cos qz,\qquad F_2=z\sin qz .
$$

Zero shear stress at the top requires $F''-q^2F=0$ at $z=1$. For the normal stress, the $X$ balance gives $-P_1=\eta e^{-qX}(F'''+q^2F')/q$, while $2\eta\,\partial_zw=2\eta qe^{-qX}F'$. Their sum must vanish, so $F'''+3q^2F'=0$ at $z=1$. With $c=\cos q$ and $s=\sin q$, the two conditions applied to $F_1$ and $F_2$ give

$$
\begin{aligned}
F_1''-q^2F_1&=2q^3c, & F_2''-q^2F_2&=2qc-2q^2s,\\
F_1'''+3q^2F_1'&=2q^3c+2q^4s, & F_2'''+3q^2F_2'&=2q^3c .
\end{aligned}
$$

A nonzero combination exists if the determinant vanishes:

$$
4q^6c^2-4q^4(c-qs)(c+qs)=4q^4(q^2-c^2)=0 .
$$

Hence $\cos^2q=q^2$. The positive real root satisfies $\cos q=q$, which gives $q=0.739$. No other mode decays as slowly. For a complex root $q=\alpha+i\beta$, the real part of $\cos q=\pm q$ gives $|\cos\alpha|\cosh\beta=|\alpha|$. If $0\le\alpha\le0.739$, then $\cos\alpha\ge\alpha$, and the equality can hold only for $\beta=0$ and $\alpha=0.739$. The decay length is therefore $h/0.739=1.35h$.

The amplitude of the edge effect needs a numerical solution. The flow minimizes

$$
J=\int\eta\,(e-fAD):(e-fAD)\,dV
$$

among volume-preserving flows that vanish at the base. Here the colon denotes the sum of products of corresponding components. Setting the first variation to zero gives $\int2\eta(e-fAD):\delta e\,dV=0$ for every allowed change of velocity. This is the virtual-power form of force balance with zero traction on the free faces; $p$ drops out because $\delta e$ has zero trace.

For a ridge of half-width $10h$, $\psi$ was written as $z^2$ times products of 25 odd Legendre polynomials in the lateral coordinate, measured from the middle, and 12 in $z$. The integral was then minimized by least squares. At the top surface, where $\sigma_{zz}=0$, the stress follows from $\sigma_{xx}-\sigma_{zz}=-6\eta fA+4\eta e_{xx}$. Its ratio to $-6\eta fA$ is 0.23, 0.67, 0.84 and 0.96 at distances $h$, $2h$, $3h$ and $5h$ from the side, and 1.00 in the middle. With 20 and 10 polynomials these ratios change by at most 0.003. At the corner where the side meets the substrate the stress is singular, growing as the distance to the power $-0.41$, and this slows the convergence of the polynomials. At $h$ they give 0.236, while the value converged by refining toward the corner is 0.232, which is the one quoted. The other ratios move by less than 0.001.

The shortfall falls by a factor 4.4 between $3h$ and $5h$, as the slowest mode predicts. Continuing that decay from the shortfall of about 0.036 at $5h$, one reaches 1 percent at about $7h$. For the top surface of this ridge, "laterally constrained" to within 1 percent thus means at least about seven thicknesses from a free side. The stress averaged through the thickness is closer to its full value at the same distance.

## Second derivation: the stress from the strain budget in time

The film has thickness $h$, shear viscosity $\eta$ and free strain rates $fA$, $fA$, $-2fA$ under a beam of flux $f$ along $z$. It adheres to a rigid substrate, and its top is free. Tension is positive. Force balance for an incompressible viscous film gave zero velocity, a pressure $p=4\eta fA$ and the lateral stress $\sigma_{xx}=\sigma_{yy}=-6\eta fA$, with $\sigma_{zz}=0$.

A purely viscous film takes this stress as soon as the beam is switched on. To describe how the stress is reached, the film must also be able to store elastic strain. The second derivation adds up the separate contributions to the lateral strain and follows them in time. It uses no pressure variable.

**The budget**

The film is now a Maxwell material: elastic strain, viscous strain and ion-induced strain add, and the same stress acts on the first two. The elastic part is isotropic, with Young's modulus $E$ and Poisson ratio $\nu$. Strains are small. The film is laterally uniform and has no shear stress, since the top is free and the shear stress does not vary through the film.

Let $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$. Three lateral strain rates are needed.

The elastic strain is $[\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})]/E=(1-\nu)\sigma/E$, so its rate is $(1-\nu)\dot\sigma/E$.

Viscous flow responds to the deviatoric stress $s$, the stress minus its mean. The mean is $2\sigma/3$, hence

$$
s=\frac{\sigma}{3}\,\mathrm{diag}(1,1,-2).
$$

The viscous strain rate is $s/(2\eta)$, whose lateral component is $\sigma/(6\eta)$. The six is a product of two factors: 2 from the definition of shear viscosity, and 3 because a third of the lateral stress is deviatoric.

The ion contribution is $fA$.

The film is bonded to a substrate of fixed size, so the total lateral strain rate is zero:

$$
\frac{1-\nu}{E}\,\dot\sigma+\frac{\sigma}{6\eta}+fA=0 .
$$

In the steady state $\dot\sigma=0$, and $\sigma=-6\eta fA$, as before. The meaning is that the stress drives a viscous contraction at just the rate at which the beam produces expansion. The film is at rest because two continuing processes cancel.

**The approach to the steady state**

Let $\sigma_s=-6\eta fA$. Multiplying the budget by $E/(1-\nu)$ gives

$$
\dot\sigma=-\frac{\sigma-\sigma_s}{\tau},\qquad
\tau=\frac{6\eta(1-\nu)}{E}.
$$

For an initial stress $\sigma_0$ the solution is

$$
\sigma(t)=\sigma_s+(\sigma_0-\sigma_s)e^{-t/\tau}.
$$

Starting from $\sigma_0=0$, the stress at $t\ll\tau$ is $\sigma_st/\tau=-EfAt/(1-\nu)$. This is the elastic stress of a film whose expansion is blocked, and it does not contain $\eta$. Viscosity enters as the flow begins to relieve the stress.

The two lateral stresses need not start equal. Let $\Delta=\sigma_{xx}-\sigma_{yy}$ and subtract the $y$ budget from the $x$ budget. The ion terms cancel, the elastic strain difference is $(1+\nu)\Delta/E$, and the deviatoric difference is $\Delta$ itself. Therefore

$$
\frac{1+\nu}{E}\dot\Delta+\frac{\Delta}{2\eta}=0 .
$$

The difference decays with the time $2\eta(1+\nu)/E$. The average of the two stresses obeys the equation for $\sigma$, because the elastic and viscous laws are linear. The equal biaxial state is thus reached from unequal starting stresses as well.

**What compressibility changes**

The elastic part may change volume, and the thickness then changes during the transient. Its strain rate has the elastic part $-2\nu\dot\sigma/E$, the viscous part $-\sigma/(3\eta)$ and the ion part $-2fA$. Twice the lateral budget gives

$$
-\frac{\sigma}{3\eta}=2fA+\frac{2(1-\nu)}{E}\dot\sigma .
$$

Inserting this, the ion terms cancel:

$$
\dot\varepsilon_{zz}
=-\frac{2\nu}{E}\dot\sigma+\frac{2(1-\nu)}{E}\dot\sigma
=\frac{2(1-2\nu)}{E}\dot\sigma .
$$

From zero stress the final thickness strain is $2(1-2\nu)\sigma_s/E$, after which the thickness is constant. It vanishes for $\nu=1/2$, the incompressible limit, in which $\tau=3\eta/E$. Compressibility affects the duration of the transient and the final thickness, but not the steady stress.

**Dependence on flux**

If irradiation alone makes the film fluid, one may take $\eta=H/f$ with constant $H$. Then $\sigma_s=-6HA$ is independent of flux. The fluence needed for relaxation, $f\tau=6H(1-\nu)/E$, is also independent of flux. Doubling the flux reaches the same stress in half the time.

If the film also flows without the beam, with viscosity $\eta_0$, and the two flow rates add, then $1/\eta=1/\eta_0+f/H$. The steady stress becomes

$$
\sigma_s=-6HA\,\frac{f}{f+H/\eta_0}.
$$

It tends to zero at low flux and to $-6HA$ at high flux.

**Where the energy goes**

The resting film dissipates energy. From $s$ above, the sum of squared components is $s:s=2\sigma^2/3$, so the power dissipated per unit volume in the steady state is

$$
\frac{s:s}{2\eta}=\frac{\sigma_s^2}{3\eta}=12\eta(fA)^2 .
$$

The resting boundaries do no work. The ion-induced strain advances against the stress and supplies $-2\sigma_sfA=12\eta(fA)^2$, the same amount. This power is drawn from the beam.

**What each derivation assumes**

Both assume an isotropic film with linear viscosity, a free strain rate that adds to the flow, a rigid substrate, adhesion and a free top.

The first requires the actual motion to preserve volume and has no elastic strain. It proves from the boundary conditions that the uniform steady film is at rest. Because it solves for a velocity field, it extends to ripples and edges. It says nothing about how long the stress takes to build up.

The second takes the zero lateral strain rate as given by the bond to the substrate. It allows elastic changes of volume and gives the history. As written, it cannot treat a free side, where the lateral strain rate is unknown.

They also differ in how they treat a change of volume. If the lateral free strain rate is some $g$, whatever the normal one, the second derivation gives $\sigma_s=-6\eta g$ at once; the film may then thicken or thin steadily. In the first, the condition $\nabla\cdot\mathbf v=0$ would have to be replaced.

**A worked example**

Take round parameters: $f=10^{15}$ ions/(cm² s), $A=5\times10^{-17}$ cm², $\eta=1$ GPa s, $E=130$ GPa, $\nu=0.27$ and $h=3$ nm. Then

$$
fA=0.05\ \mathrm{s^{-1}},\qquad
\sigma_s=-6\times1\times0.05=-0.30\ \mathrm{GPa}.
$$

In Gaussian units this is $-3.0\times10^9$ dyn/cm². The pressure variable is 0.20 GPa. If one lateral direction were free, the stress in the other would be $-0.15$ GPa.

The relaxation time is $\tau=6\times1\times0.73/130=0.034$ s, corresponding to a fluence of $3.4\times10^{13}$ ions/cm². From zero stress, a film that is already amorphous reaches $-0.19$ GPa after $\tau$, $-0.285$ GPa after $3\tau$ and $-0.298$ GPa after $5\tau$. The relaxation fluence is only about one ion per 3 nm², so the smooth curve is an average over many impacts. It does not describe the first irradiation of a crystal, which generally needs more ions than this to become amorphous. The final thickness strain is $2\times0.46\times(-0.30)/130=-0.0021$. The edge decay length found in the first half is $3/0.739=4.1$ nm.

**Sputtering renews the film**

The surface recedes as atoms are removed, and the lower boundary of the amorphous layer advances into the crystal at the same speed $v$. With 0.3 atoms removed per ion and 0.02 nm³ per atom, and $f=10$ ions/(nm² s), $v=10\times0.3\times0.02=0.06$ nm/s.

Material at height $\zeta$ above the moving boundary has been in the film for a time $\zeta/v$. If it entered with stress $\sigma_0$, its stress is $\sigma_s+(\sigma_0-\sigma_s)e^{-\zeta/(v\tau)}$. Averaging over the thickness gives the shift

$$
\bar\sigma-\sigma_s=(\sigma_0-\sigma_s)\frac{v\tau}{h}\left(1-e^{-h/(v\tau)}\right).
$$

Here $v\tau=0.0020$ nm is far less than $h$, so the last factor is practically one. A length below an atomic spacing cannot be a real stress profile; it shows that renewal is slow compared with relaxation. Unstressed entry reduces the mean compression by 0.20 MPa.

Amorphization may also expand the material. For an assumed linear expansion of 0.006, blocked laterally, the elastic entry stress is $-130\times0.006/0.73=-1.07$ GPa. The mean stress then shifts by $-0.52$ MPa, about 0.2 percent of $\sigma_s$. Renewal would matter if $v\tau$ approached $h$.

**Other effects in the example**

For ions of 250 eV and mass 39.95 atomic mass units that give up all their momentum, the pressure on the surface is $f\sqrt{2m\mathcal E}=0.023$ Pa, where $m$ is the ion mass and $\mathcal E$ its energy. It is negligible beside 0.30 GPa.

The beam delivers 400 W/m². A wafer 0.5 mm thick with heat capacity $1.6\times10^6$ J/(m³ K), losing no heat, warms at $400/(1.6\times10^6\times0.5\times10^{-3})=0.50$ K/s. If the film's thermal expansion coefficient exceeds that of the wafer by $10^{-6}$ K⁻¹, the lateral free strain rate relative to the wafer rises by $5\times10^{-7}$ s⁻¹. Multiplying by $6\eta$ gives 3 kPa of extra compression, also negligible.

The viscous dissipation is $12\times10^9\times(0.05)^2=3.0\times10^7$ W/m³. Over 3 nm this is 0.09 W/m², or $2.2\times10^{-4}$ of the beam power, so the energy demand is modest.

Surface stress is different. The force per unit width carried by the film is $0.30\ \mathrm{GPa}\times3\ \mathrm{nm}=0.90$ N/m. A surface stress of rough size 1 N/m is as large. On a flat surface it does not alter the stress inside the film, but it adds to the total force that bends a wafer. Dividing that total by $h$ would not give the film stress unless the change in surface stress were known to be small or were subtracted.

**The real case**

The numbers are meant to resemble silicon under low-energy argon ions, where the amorphous layer is a few nanometres thick. For singly charged ions the flux corresponds to a current density of 0.16 mA/cm². The values of $A$ and $\eta$ are round choices rather than measured constants, and the stress inherits their uncertainty in proportion: at fixed $fA$, a viscosity half or twice as large gives $-0.15$ or $-0.60$ GPa. The values of $E$ and $\nu$ are close to those of crystalline silicon along a cube axis. A softer amorphous film would relax more slowly, since $\tau$ is proportional to $1/E$ at fixed $\nu$ and $\eta$, but it would reach the same steady stress.

Real layers break the assumption of uniform damage. The local stress then follows $\eta(z)A(z)$. If $A$ rises linearly from zero at the base to twice its mean at the top, with $\eta$ fixed, the top carries $-0.60$ GPa and the base none, while the average remains $-0.30$ GPa. If $A$ and $1/\eta$ follow the same damage profile, their variations cancel and the stress stays uniform.

Viscosity may also depend on stress. As long as the flow remains isotropic and along $s$, the steady formula holds with the viscosity at the working stress, but the transient is no longer a single exponential. A tilted beam changes $D$ itself, and the equal biaxial result no longer follows.
